# Why Saha at the Electron Temperature Fails for Processing Plasmas

Take argon with $N=10^{20}$ nuclei per m³ and electrons at 3 eV. The Saha equation, evaluated at the electron temperature, leaves one atom in ten million as a ground-state neutral if a single ionization stage is allowed. With higher stages included, it removes about three electrons from each atom. A discharge with the same gas density and electron temperature, losing its ions to the walls and absorbing 0.5 W/cm², is ionized to about 0.2 percent.

Both statements follow from short calculations. The wall balance does not itself select 0.2 percent: it fixes the electron temperature and leaves the electron density nearly free. The absorbed power then sets the density.

## The belief and its appeal

The belief runs as follows. Ionization is done by electrons. The electrons have a nearly Maxwellian distribution with temperature $T$. The Saha equation gives the degree of ionization at a given temperature, so $T$ should be inserted in it, however cold the gas may be.

The choice of temperature is sensible: if electron collisions alone made and destroyed ions, $T$ would be the right one. The fault lies in the unspoken condition that ions disappear by the reverse of the process that makes them.

## What Saha predicts

Temperatures and energies are in eV, so the thermal energy in joules is $eT$. For species $s$ with $N_s$ particles and single-particle partition function $Z_s$, Stirling's formula gives the free energy

$$F=eT\sum_s N_s\left[\ln\frac{N_s}{Z_s}-1\right],\qquad \frac{\partial F}{\partial N_s}=eT\ln\frac{N_s}{Z_s}.$$

One ionization removes an atom and adds an ion and an electron. At the minimum of $F$ this exchange costs nothing, so

$$\frac{N_eN_i}{N_0}=\frac{Z_eZ_i}{Z_0}.$$

An electron in a cubic box of side $a$ has energy $h^2\ell^2/(8ma^2)$ for each axis, with $\ell=1,2,\dots$ For a large box the sum over $\ell$ becomes an integral:

$$\int_0^\infty e^{-h^2\ell^2/(8ma^2eT)}\,d\ell=\frac{a}{h}\sqrt{2\pi m eT}.$$

Three axes and two spin states give $Z_e=2qa^3$ with $q=(2\pi m eT/h^2)^{3/2}$. The translational factors of ion and atom cancel, since their masses are almost equal. If only the lowest terms are counted, what remains of $Z_i/Z_0$ is the ratio of statistical weights, $6/1$ for argon, and the Boltzmann factor of the ionization energy $I=15.76$ eV. Dividing by the volume,

$$\frac{n_en_i}{n_0}=S_0=2\cdot 6\,q\,e^{-I/T}.$$

At 3 eV, $q=1.57\times10^{28}$ m⁻³ and $e^{-I/T}=5.2\times10^{-3}$, hence $S_0=9.8\times10^{26}$ m⁻³. With one stage and ionized fraction $x$, $n_e=n_i=xN$ and $n_0=(1-x)N$, so

$$\frac{x^2N}{1-x}=S_0\quad\Rightarrow\quad 1-x\approx\frac{N}{S_0}=1.0\times10^{-7}.$$

The Boltzmann factor disfavours ionization by a factor of about 200, but the free electron has $q/N\approx1.6\times10^{8}$ translational states available per nucleus. The number of states wins. The $10^{-7}$ counts ground-state atoms only: the 4s, 4p, 3d and 5s levels raise the neutral total by a factor of about 2, and Rydberg levels can raise it to as much as about $10^{-3}$, depending on where the series is cut off. The gas stays almost fully ionized in every case. Even at 0.8 eV, direct minimization of the free energy gives an ionized fraction of 0.56, in agreement with the Saha formula.

Nothing stops the argument at the first electron. Each further stage obeys the same relation with its own ionization energy and weights, and neutrality requires $n_e=\sum_j j\,n_j$. With the weights of the lowest terms, the solution at 3 eV is 66 percent Ar³⁺ and 33 percent Ar⁴⁺, with a mean charge of 3.3. Counting all terms of the outer p shell, as if they had the same energy as the lowest ones, changes this to 3.1. Placing the terms at their actual energies gives about 78 percent Ar³⁺ and 21 percent Ar⁴⁺, with a mean charge of 3.2. Saha's ideal-gas assumptions are not to blame: in this state $n_e/q\approx2\times10^{-8}$, so degeneracy is negligible, and the estimated lowering of the ionization energy by screening is only 0.01 to 0.02 eV, depending on whether the ions are counted in the screening.

## The condition that is not met

The reverse of electron-impact ionization is three-body recombination, in which two electrons meet at an ion and one carries off the energy. If these were the only processes, a steady state would require

$$k_{iz}n_en_0=k_3n_e^2n_i\quad\Rightarrow\quad\frac{n_en_i}{n_0}=\frac{k_{iz}}{k_3}.$$

For exactly reversed processes and Maxwellian electrons, detailed balance makes this ratio equal to $S_0$. That is the sense in which Saha at $T$ could be right.

Thomson's argument estimates $k_3$. An electron can be captured if it loses energy within a distance $r$ of the ion, where the Coulomb energy equals the mean kinetic energy:

$$\frac{e^2}{4\pi\varepsilon_0 r}=\frac32 eT.$$

Electrons of mean speed $\bar v$ enter this region at a rate $n_e\bar v\,\pi r^2$ per ion. The chance that a second electron is there is about $n_e\,4\pi r^3/3$. The product is $k_3n_e^2$, with

$$k_3\approx\frac{4\pi}{3}r^3\,\pi r^2\,\bar v=5\times10^{-41}\ \text{m}^6/\text{s}\quad\text{at 3 eV}.$$

This counts capture into excited levels too, so it is much larger than $k_{iz}/S_0$, the coefficient for the exact reverse of direct ionization from the ground state. It is the generous choice here. At the mean density found below, $1.8\times10^{17}$ m⁻³, it removes an ion at a rate of $2\times10^{-6}$ s⁻¹. The walls remove ions at $1.8\times10^{4}$ s⁻¹, ten orders of magnitude faster.

## The balance that does hold

The ionization rate comes first. Near threshold, take the cross section as $\sigma=C(\varepsilon-I)$ for $\varepsilon>I$, with the rough slope $C=1.4\times10^{-21}$ m²/eV. Averaging $\sigma v$ over a Maxwellian, with $v=\sqrt{2e\varepsilon/m}$, gives

$$k_{iz}=\frac{2C}{\sqrt\pi\,T^{3/2}}\sqrt{\frac{2e}{m}}\int_I^\infty \varepsilon(\varepsilon-I)e^{-\varepsilon/T}d\varepsilon.$$

Put $\varepsilon=I+s$. The integral becomes $e^{-I/T}\int_0^\infty(Is+s^2)e^{-s/T}ds=e^{-I/T}(IT^2+2T^3)$. Since $\bar v=\sqrt{8eT/\pi m}$,

$$k_{iz}=C\bar v\,(I+2T)\,e^{-I/T}=1.85\times10^{-16}\ \text{m}^3/\text{s}.$$

With neutral density $n_g\approx N$, each electron ionizes at the frequency $\nu_{iz}=k_{iz}n_g=1.85\times10^4$ s⁻¹.

Now let the plasma lie between two plates a distance $L$ apart, with $x$ measured from the midplane. The neutrals are uniform, and the ions are cold, singly charged and born at rest. Ions collide with neutrals at frequency $\nu_{in}=k_{in}n_g$, with $k_{in}=10^{-15}$ m³/s as a rough constant. The ion flux grows by ionization:

$$(nu)'=\nu_{iz}n.$$

The momentum flux changes through the electric field $\mathcal E$ and collisions:

$$(Mnu^2)'=en\mathcal E-Mnu\,\nu_{in}.$$

The left side is $Mu(nu)'+Mnuu'=Mnu\,\nu_{iz}+Mnuu'$. Electrons in Boltzmann equilibrium give $\mathcal E=-Tn'/n$. Writing $u_B=\sqrt{eT/M}$ for the Bohm speed and $\beta=1+\nu_{in}/\nu_{iz}$, and dividing by $Mn$,

$$uu'=-u_B^2\frac{n'}{n}-\beta\nu_{iz}u.$$

Continuity gives $n'/n=(\nu_{iz}-u')/u$. Substituting this, multiplying by $u$ and collecting $u'$,

$$u'(u_B^2-u^2)=\nu_{iz}(u_B^2+\beta u^2).$$

With $w=u/u_B$ this becomes

$$\frac{\nu_{iz}}{u_B}dx=\frac{1-w^2}{1+\beta w^2}dw=\left[\frac{1+1/\beta}{1+\beta w^2}-\frac1\beta\right]dw.$$

At $w=1$ the gradient $u'$ diverges. The quasineutral description ends there, at the edge of a sheath assumed thin compared with $L$. Integrating from $w=0$ at the midplane to $w=1$ at the edge,

$$\frac{\nu_{iz}L}{2u_B}=G(\beta)=\left(1+\frac1\beta\right)\frac{\arctan\sqrt\beta}{\sqrt\beta}-\frac1\beta.$$

**The electron density has dropped out.** Production and wall loss are both proportional to it. Moreover $\beta=1+k_{in}/k_{iz}$ depends on $T$ alone, so the condition relates $T$ to the product $n_gL$. Without ion collisions, $\beta=1$ and $G=\pi/2-1=0.57$. For very frequent collisions (at $\beta=100$ the error is still 13 percent), $G\approx\pi/(2\sqrt\beta)$, which gives $L\approx\pi u_B/(n_g\sqrt{k_{iz}k_{in}})$. The density cancels in both limits.

At 3 eV, $u_B=2692$ m/s, $\beta=6.4$ and $G=0.389$. The gap that sustains this temperature is

$$L=\frac{2(2692\ \text{m/s})(0.389)}{1.85\times10^4\ \text{s}^{-1}}\approx0.11\ \text{m}=11\ \text{cm}.$$

Density enters weakly when ionization uses up neutrals, so that $n_g=N(1-x)$, where $x$ again denotes the ionized fraction. For fixed gap and fixed $N$, imposing an ionization of 0.1, 1, 10 or 50 percent requires $T=3.00$, 3.01, 3.08 or 3.57 eV. A tenfold change, from 0.1 to 1 percent, moves the temperature by less than 0.01 eV. Knowing $T$ therefore says almost nothing about the degree of ionization in this range. Complete single ionization is excluded, because no neutrals would remain to replace the ions lost.

## What sets the density

The density profile is needed to pass from edge to mean values. Inserting $u'$ into $n'/n=(\nu_{iz}-u')/u$ and changing the variable from $x$ to $w$ gives

$$\frac{d\ln n}{dw}=-\frac{(1+\beta)w}{1+\beta w^2}\quad\Rightarrow\quad\frac n{n_c}=(1+\beta w^2)^{-(1+\beta)/(2\beta)},$$

where $n_c$ is the central density. At the edge, $n_s/n_c=0.314$. Integrating continuity over the gap gives $\nu_{iz}\bar nL=2n_su_B$, so $\bar n/n_c=(n_s/n_c)/G=0.81$.

Each lost electron-ion pair costs the plasma an energy $E_T$, with four parts:

- Collisions cost $E_c=60$ eV per pair, a rough value covering ionization, excitation and elastic losses.
- An electron reaching the wall carries $2T$ on average: $T$ in the normal direction, because fast electrons arrive more often, and $T/2$ in each of the other two.
- An ion enters the sheath with $\tfrac12Mu_B^2=eT/2$, that is, $T/2$ in eV. The field gives the ions somewhat more than this on the way, mostly passed on to neutrals in collisions; the difference, roughly another $T/2$, is about 2 percent of the total and is neglected.
- The ion then gains the sheath voltage $V_s$.

For a floating plate the electron and ion fluxes are equal:

$$n_s\sqrt{\frac{eT}{2\pi m}}\,e^{-V_s/T}=n_su_B\quad\Rightarrow\quad V_s=T\ln\sqrt{\frac{M}{2\pi m}}=4.68\,T.$$

Hence $E_T=60+6+1.5+14.0=81.5$ eV. If $P$ is the absorbed power per area of one plate, the losses to both plates give

$$P=2en_su_BE_T.$$

For $P=0.5$ W/cm² $=5000$ W/m²,

$$n_s=\frac{5000}{2(1.602\times10^{-19})(2692)(81.5)}=7.1\times10^{16}\ \text{m}^{-3}.$$

The central density is $2.3\times10^{17}$ m⁻³ and the mean is $1.8\times10^{17}$ m⁻³. Dividing the mean by $N$ gives an ionization of **0.18 percent**.

The value of $E_c$ is rough, but it cannot be smaller than $I$. Setting $E_c=I$ and keeping the other inputs gives an upper bound of 0.40 percent at this power and temperature. Whether the ionization stays below one percent thus depends on the power: at fixed gap and gas density, the model reaches one percent at about 2.7 W/cm².

## Removing the wall

The argument can be tested by following the mean density and temperature in time. Ionization with neutral depletion, wall loss, three-body recombination and radiative recombination (rough coefficient $2\times10^{-19}$ m³/s) all act together. The wall-loss frequency is $u_B/d$, with the length $d$ fixed by the 3 eV solution. One run starts at $5\times10^{16}$ m⁻³ and 4 eV, another at $10^{18}$ m⁻³ and 2 eV. At 0.5 W/cm² both settle at $1.83\times10^{17}$ m⁻³ and 3.00 eV. Doubling the power doubles the density to $3.65\times10^{17}$ m⁻³ and leaves the temperature at 3.00 eV.

If the wall loss is switched off, $T$ is held at 3 eV and only single ionization is allowed, the ionized fraction rises to 99.9 percent. In real argon, some of these ions could then lose further electrons; how many is not estimated here. Holding $T$ also removes the power balance, and excitation of the ions with its line radiation is not counted, so this run does not show that 0.5 W/cm² could sustain such a state in real argon. The wall is therefore what keeps the ionization low in this model. The remaining 0.1 percent of neutrals is far more than Saha's ground-state fraction of $10^{-7}$. It comes mainly from radiative recombination, whose photons escape: the ratio of its coefficient to $k_{iz}$ is $1.1\times10^{-3}$.

One can still ask which temperature would make Saha return 0.18 percent. The answer is 0.50 eV. This is neither the electron temperature nor that of the gas, which at 500 K is about 0.04 eV. It would also shift with power while the electron temperature hardly moved, so it is only a relabelling of the density.

Saha becomes a candidate when recombination by electron collisions outpaces wall loss. At the same $T$ and loss frequency, $k_3n_e^2=\nu_{iz}$ requires $n_e\approx2\times10^{22}$ m⁻³, about 200 times the density of nuclei present here. This is a lower estimate: with the coefficient $k_{iz}/S_0$ of the exact reverse process, the density is about $3\times10^{23}$ m⁻³. Even then, the escape of radiation would have to be unimportant as well.

## Beside a real reactor

The numbers resemble an inductively coupled argon etch reactor: a few mTorr (5.2 mTorr at 500 K for this density), a gap near 10 cm and a few hundred watts. These are rough typical values. One assumption such a chamber plainly breaks is the absence of side walls. For a radius of 15 cm, side walls losing ions as readily per area as the plates raise the loss by a factor of 1.76. The required temperature becomes 3.4 to 3.5 eV. This is an upper estimate, since the side walls lie farther from the centre than the plates and lose fewer ions per area. In steady state every lost pair is replaced by ionization, so the total power is proportional to $\bar n\,k_{iz}E_T$. Between 3 and 3.45 eV, $k_{iz}$ rises by a factor of 2.2 and $E_T$ by 1.04 (with $E_c$ unchanged), so at fixed total power the mean density falls by a factor of at most about 2.3, further below one percent. Weaker side losses, and the fall of the real $E_c$ with rising $T$, reduce this to roughly 1.5 to 2.

Other corrections also move the temperature by tenths of an eV. The central electron pressure is 16 percent of the gas pressure; if it displaced that fraction of the neutrals everywhere, $T$ would be 3.1 eV. Doubling the ionization rate, as a stand-in for ionization through excited atoms or an error in the cross section, lowers $T$ to 2.7 eV. Halving or doubling the ion collision rate changes the gap that sustains 3 eV to 13 or 9 cm. At the stated power, none of these supplies the factor of about 500 that separates 0.18 percent from full ionization. 
The Maxwellian distribution is itself an assumption. The potential between centre and wall is $V_s+T\ln(n_c/n_s)\approx17.5$ V, so at the centre about 60 percent of the electrons able to ionize have enough total energy to reach the wall. At any moment only about 4 percent have that energy in their motion normal to the plates; the others can escape only after being scattered into that direction. If this loss depletes the fast electrons, the bulk electrons must be hotter than calculated here to sustain the plasma. The size of this effect is not estimated.

The numerical output below lists most of the values behind the other estimates.

## Computed results

```
Argon nuclei density: 1.0e+20 m^-3; electron temperature: 3.00 eV
Ionization energies used: [15.76 27.63 40.7  59.6  74.8 ] eV
Statistical weights, Ar to Ar5+: [1 6 9 4 9 6]
Electron state density q: 1.568e+28 m^-3
First Saha constant: 9.844e+26 m^-3
Saha, one stage, neutral fraction: 1.02e-07
Saha, all stages, fractions Ar to Ar5+: 2.90e-13 8.61e-07 1.22e-02 6.58e-01 3.30e-01 3.08e-04
Saha mean charge: 3.32
Saha mean charge, whole-shell weights: 3.14
Saha test at 0.8 eV, ionized fraction: 0.5620
Saha state: electron density / q: 2.1e-08
Saha state: ionization-energy lowering: 0.0088 eV
Cross-section slope (rough): 1.4e-21 m^2/eV
Mean electron speed: 1.159e+06 m/s
Ionization rate coefficient: 1.847e-16 m^3/s
Ionization frequency: 1.847e+04 s^-1
Ion-neutral rate coefficient (rough): 1.0e-15 m^3/s
Ion-neutral collision frequency: 1.00e+05 s^-1
Bohm speed: 2692 m/s
beta: 6.415; G(beta): 0.3894
Gap sustaining 3 eV: 11.35 cm
Edge/centre density: 0.314; mean/centre: 0.807
Absorbed power per plate area: 0.50 W/cm^2
Collisional cost per ion pair (rough): 60.0 eV
Floating sheath drop / Te: 4.679
Total energy per ion pair: 81.5 eV
Edge density: 7.11e+16 m^-3; centre: 2.26e+17 m^-3
Mean density: 1.826e+17 m^-3
Mean ionization degree: 0.183 percent
Upper bound with cost = ionization energy: 0.399 percent
Power for one percent: 2.74 W/cm^2
Saha temperature imitating this degree: 0.504 eV
Imposed ionization 0.1 percent: Te = 3.001 eV
Imposed ionization 1.0 percent: Te = 3.007 eV
Imposed ionization 10.0 percent: Te = 3.079 eV
Imposed ionization 50.0 percent: Te = 3.565 eV
Global model, low start: n = 1.825e+17 m^-3, Te = 3.001 eV
Global model, high start: n = 1.825e+17 m^-3, Te = 3.001 eV
Global model, double power: n = 3.650e+17 m^-3, Te = 3.002 eV
No wall loss, Te held: ionized fraction 0.99889
Three-body coefficient (estimate): 5.12e-41 m^6/s
Three-body loss frequency: 1.71e-06 s^-1
Radiative coefficient (rough): 2.0e-19 m^3/s
Radiative loss frequency: 3.65e-02 s^-1
Gas: 500 K, 5.18 mTorr
Central electron pressure / gas pressure: 0.158
Te if neutrals are depleted by that fraction: 3.13 eV
Chamber radius: 15 cm; side-loss factor: 1.76
Te with side loss: 3.45 eV
Te with doubled ionization rate: 2.66 eV
Gap with halved, doubled ion collisions: 13.1, 9.4 cm
```
